# Discretization error of the Berry phase, with a spin on a cone

A spin 1/2 points along a direction that goes once around a cone of polar angle $60^\circ$. Its Berry phase is $-1.570796$ rad. If the loop is replaced by 12 equally spaced directions and the phase is computed from the overlaps of neighbouring states, the result is too high by $0.027382$ rad. With 24 directions the excess is $0.006758$ rad, smaller by a factor of 4.05. Multiplied by $N^2$, the two errors are $3.943$ and $3.892$ rad, so they appear to approach a constant. These notes derive the $1/N^2$ law for a smooth loop, its coefficient for a spin on a cone, and the first correction to it for spin 1/2.

## Definitions

Let $|u(\lambda)\rangle$, $0\le\lambda\le2\pi$, be normalized, smooth and single-valued on a closed loop. Five continuous derivatives are enough for what follows. Define

$$A=i\langle u|u'\rangle,\qquad \phi=\oint A\,d\lambda ,$$

where a prime is $d/d\lambda$. Normalization gives $\langle u|u'\rangle+\langle u'|u\rangle=0$, so $\langle u|u'\rangle$ is imaginary and $A$ is real.

For $N$ points $\lambda_j=jh$ with $h=2\pi/N$ and $u_N=u_0$, the discrete phase is

$$\phi_N=-\arg\prod_{j=0}^{N-1}\langle u_j|u_{j+1}\rangle .$$

Each state occurs once as a bra and once as a ket, so a change of its phase cancels in the product. In the continuum, $u\to e^{i\chi}u$ changes $A$ to $A-\chi'$. Since $e^{i\chi}$ is single-valued, $\phi$ changes by a multiple of $2\pi$. Both phases are therefore defined modulo $2\pi$, and below $\phi_N$ is taken on the branch nearest to $\phi$.

## The phase of one link

Consider the link from $a=\lambda-h/2$ to $b=\lambda+h/2$. Along it, define

$$\tilde u=e^{i\alpha}u,\qquad \alpha'=A .$$

Because $\langle u|u'\rangle=-iA$, this choice gives

$$\langle\tilde u|\tilde u'\rangle=\langle u|u'\rangle+i\alpha'=0 .$$

This is the parallel gauge. It is needed along one link at a time, so it does not matter that it generally fails to close around the loop. The two overlaps are related by

$$\langle\tilde u(a)|\tilde u(b)\rangle=e^{i[\alpha(b)-\alpha(a)]}\langle u(a)|u(b)\rangle ,$$

and hence

$$\arg\langle u(a)|u(b)\rangle=-\int_a^bA\,d\lambda+\ell,\qquad \ell=\arg\langle\tilde u(a)|\tilde u(b)\rangle .$$

Summing over the links and changing the sign gives

$$\phi_N-\phi=-\sum_j\ell_j . \tag{1}$$

This holds modulo $2\pi$, and as written once the sum is smaller than $\pi$ in magnitude, which is the case on a fine enough grid. The discretization error is thus minus the sum of the link phases that remain in the parallel gauge.

Let $f(h)=\langle\tilde u(\lambda-h/2)|\tilde u(\lambda+h/2)\rangle$. Changing $h$ to $-h$ exchanges bra and ket, so $f(-h)=f(h)^*$. The real part of $f$ is even in $h$ and its imaginary part is odd. Consequently $\ell$ is odd.

To find its leading term, put $s=h/2$ and use

$$\tilde u(\lambda\pm s)=\tilde u\pm s\tilde u'+\tfrac{s^2}{2}\tilde u''\pm\tfrac{s^3}{6}\tilde u'''+\dots$$

The term of order $s$ in $f$ is $\langle\tilde u|\tilde u'\rangle-\langle\tilde u'|\tilde u\rangle=0$. The term of order $s^2$ is real by parity. The coefficient of $s^3$ is

$$\tfrac16\langle\tilde u|\tilde u'''\rangle-\tfrac12\langle\tilde u'|\tilde u''\rangle+\tfrac12\langle\tilde u''|\tilde u'\rangle-\tfrac16\langle\tilde u'''|\tilde u\rangle$$

$$=i\left[\tfrac13\,\mathrm{Im}\langle\tilde u|\tilde u'''\rangle-\mathrm{Im}\langle\tilde u'|\tilde u''\rangle\right]. \tag{2}$$

The two terms in the bracket are related by the gauge condition. One derivative of $\langle\tilde u|\tilde u'\rangle=0$ gives $\langle\tilde u|\tilde u''\rangle=-\langle\tilde u'|\tilde u'\rangle$. A second derivative gives

$$\langle\tilde u'|\tilde u''\rangle+\langle\tilde u|\tilde u'''\rangle=-\langle\tilde u''|\tilde u'\rangle-\langle\tilde u'|\tilde u''\rangle .$$

The right-hand side is the sum of a number and its conjugate, so it is real. Taking imaginary parts,

$$\mathrm{Im}\langle\tilde u|\tilde u'''\rangle=-K,\qquad K=\mathrm{Im}\langle\tilde u'|\tilde u''\rangle .$$

The bracket in (2) is then $-K/3-K=-4K/3$. Since $\mathrm{Re}f=1+O(h^2)$, dividing by it changes the phase first at order $h^5$. With $s^3=h^3/8$,

$$\ell=-\frac43K\,\frac{h^3}{8}+O(h^5)=-\frac{h^3}{6}K+O(h^5). \tag{3}$$

To write $K$ in an arbitrary gauge, differentiate $\tilde u=e^{i\alpha}u$:

$$\tilde u'=e^{i\alpha}(u'+iAu)=e^{i\alpha}Du,\qquad D=\frac{d}{d\lambda}+iA .$$

In the same way $\tilde u''=e^{i\alpha}D^2u$. The phase factors cancel, and

$$K=\mathrm{Im}\langle Du|D^2u\rangle . \tag{4}$$

This is a gauge-invariant function on the whole loop.

## The sum over the loop

Insert (3) in (1). There are $N=2\pi/h$ links, so their $O(h^5)$ remainders add up to $O(h^4)$:

$$\phi_N-\phi=\frac{h^2}{6}\Big[h\sum_jK(\lambda_j+h/2)\Big]+O(h^4).$$

The bracket is the midpoint rule for $\oint K\,d\lambda$, with an error of at most order $h^2$. That error also enters at $O(h^4)$. With $h^2=4\pi^2/N^2$,

$$\boxed{\;\phi_N-\phi=\frac{C}{N^2}+O(N^{-4}),\qquad C=\frac{2\pi^2}{3}\oint K\,d\lambda\;} \tag{5}$$

There is no $1/N$ term because $\ell$ is odd and its linear term vanishes in the parallel gauge. The error is thus at most of size $1/N^2$ times a constant. When $C$ is zero it falls faster, as $O(N^{-4})$ by (5).

A loop without special symmetry illustrates (5). Take the normalized form of

$$v(\lambda)=\big(1,\;0.4e^{i\lambda}+0.2e^{2i\lambda},\;0.2e^{-i\lambda}+0.3i\big).$$

The integral of $K$ gives $C=6.57922$ rad. The overlaps give $N^2(\phi_N-\phi)=6.58019$ rad at $N=40$ and $6.57946$ rad at $N=80$. The distance from $C$ falls from $0.00097$ to $0.00024$ rad, a factor of about 4, as a next term of order $N^{-4}$ in the phase requires.

Smoothness matters for the coefficient. Suppose the loop has a corner inside a link, with $\tilde u_0$ the state at the corner, $t_1$ and $t_2$ the parallel-gauge derivatives before and after it, and $s_1$ and $s_2$ the distances to the two ends. The end states are $\tilde u_0-s_1t_1$ and $\tilde u_0+s_2t_2$ to first order. The second-order terms in each contribute a real amount to the overlap at order $h^2$, by the relation $\langle\tilde u|\tilde u''\rangle=-\langle\tilde u'|\tilde u'\rangle$ on each side. The link phase is therefore

$$\ell=-s_1s_2\,\mathrm{Im}\langle t_1|t_2\rangle+O(h^3).$$

One such link can contribute at the same order, $1/N^2$, as all the smooth links together. Its contribution depends on where the corner lies between the sample points, so (5) no longer gives the coefficient when $\mathrm{Im}\langle t_1|t_2\rangle\neq0$. When that quantity is zero, as for a jump in speed only ($t_2$ a real multiple of $t_1$), the coefficient in (5) survives, but the remainder is in general of order $N^{-3}$. Placing a sample point on the corner makes $s_1$ or $s_2$ zero and removes this term.

## A spin on a cone

Set $\hbar=1$. Let the direction be

$$\mathbf n=(\sin\theta\cos\varphi,\;\sin\theta\sin\varphi,\;\cos\theta),$$

with $\theta$ fixed and the azimuth $\varphi$ running from 0 to $2\pi$ in equal steps. The eigenstate of $\mathbf n\cdot\mathbf S$ with eigenvalue $m$ can be written

$$|u(\varphi)\rangle=e^{-i\varphi(S_z-m)}e^{-i\theta S_y}|m\rangle .$$

The two rotations carry the $z$ axis to $\mathbf n$. The eigenvalues of $S_z-m$ are integers, so the state is single-valued.

**Continuum phase.** Differentiation gives $u'=-i(S_z-m)u$, hence $A=\langle u|S_z|u\rangle-m$. The expectation value requires

$$X=e^{i\theta S_y}S_ze^{-i\theta S_y}=\cos\theta\,S_z-\sin\theta\,S_x .$$

To verify this, let $Y=e^{i\theta S_y}S_xe^{-i\theta S_y}$. The commutators $[S_y,S_z]=iS_x$ and $[S_y,S_x]=-iS_z$ give $dX/d\theta=-Y$ and $dY/d\theta=X$. With $X=S_z$ and $Y=S_x$ at $\theta=0$, the solution for $X$ is the one stated. Since $\langle m|S_x|m\rangle=0$,

$$A=-m(1-\cos\theta),\qquad \phi=-2\pi m(1-\cos\theta). \tag{6}$$

**The function $K$.** Write $c=\cos\theta$. Then

$$Du=u'+iAu=-i(S_z-mc)u .$$

Here $A$ is constant, so a second application gives $D^2u=-(S_z-mc)^2u$. Therefore

$$\langle Du|D^2u\rangle=-i\langle u|(S_z-mc)^3|u\rangle,$$

$$K=-\langle m|(X-mc)^3|m\rangle .$$

Now $X-mc=c(S_z-m)-\sin\theta\,S_x$. The outer two factors act on $|m\rangle$, where $S_z-m$ gives zero, so each leaves $-\sin\theta\,S_x$:

$$\langle m|(X-mc)^3|m\rangle=\sin^2\theta\,\langle m|S_x\left[c(S_z-m)-\sin\theta\,S_x\right]S_x|m\rangle .$$

The part with $S_x^3$ vanishes, because three steps of $\pm1$ cannot return to $m$. For the other part use

$$S_x|m\rangle=\tfrac12\left(a_+|m+1\rangle+a_-|m-1\rangle\right),\qquad a_\pm^2=S(S+1)-m(m\pm1).$$

The operator $S_z-m$ equals $+1$ on the first component and $-1$ on the second, so

$$\langle m|S_x(S_z-m)S_x|m\rangle=\tfrac14(a_+^2-a_-^2)=\tfrac14(-2m)=-\tfrac m2 .$$

It follows that $K=\tfrac m2\cos\theta\sin^2\theta$. This is constant on the loop, and (5) gives

$$\boxed{\;C=\frac{2\pi^2}{3}\cdot2\pi\cdot\frac m2\cos\theta\sin^2\theta=\frac{2\pi^3}{3}\,m\cos\theta\sin^2\theta\;} \tag{7}$$

The spin length has cancelled in $a_+^2-a_-^2$. At this order, the state $m=1/2$ of a spin 3/2 has the same error as that of a spin 1/2. Diagonalization of $\mathbf n\cdot\mathbf S$ at $60^\circ$ gives $3.8758$ rad for both.

For a narrow cone, (6) and (7) become $\phi\simeq-\pi m\theta^2$ and $C\simeq\tfrac{2\pi^3}{3}m\theta^2$. For $m\neq0$ the leading error relative to $\phi$, $C/(N^2\phi)$, tends to $-2\pi^2/(3N^2)$, which does not depend on the size of the loop. A flat polygon inscribed in a circle of radius $r$ shows the same deficit:

$$\frac N2r^2\sin\frac{2\pi}{N}\simeq\pi r^2\left(1-\frac{2\pi^2}{3N^2}\right).$$

## Closed form and first correction for spin 1/2

For $S=m=1/2$ the state is $u=(\cos\frac\theta2,\;e^{i\varphi}\sin\frac\theta2)$, and every link has the overlap

$$\cos^2\tfrac\theta2+e^{ih}\sin^2\tfrac\theta2=e^{ih/2}\left[\cos\tfrac h2-i\cos\theta\sin\tfrac h2\right].$$

The bracket follows from $\cos^2\frac\theta2+\sin^2\frac\theta2=1$ and $\cos^2\frac\theta2-\sin^2\frac\theta2=\cos\theta$. For $N\ge3$ its real part is positive, so the phase of the link is $\frac h2-\arctan(\cos\theta\tan\frac h2)$. Multiplying by $-N$ and using $h/2=\pi/N$,

$$\phi_N=-\pi+N\arctan\left(\cos\theta\tan\frac\pi N\right). \tag{8}$$

Let $x=\pi/N$ and $y=c\tan x$. From $\tan x=x+\frac{x^3}{3}+\frac{2x^5}{15}+\dots$ one finds $y^3=c^3(x^3+x^5+\dots)$. Then

$$\arctan y=y-\frac{y^3}{3}+\frac{y^5}{5}-\dots$$

$$=cx+\frac{c-c^3}{3}x^3+\left(\frac{2c}{15}-\frac{c^3}{3}+\frac{c^5}{5}\right)x^5+\dots$$

The last bracket is $\frac{c}{15}(2-5c^2+3c^4)=\frac{c}{15}(1-c^2)(2-3c^2)$. Multiplication by $N$ turns $x$, $x^3$, $x^5$ into $\pi$, $\pi^3/N^2$, $\pi^5/N^4$. The first term combines with $-\pi$ to give $\phi=-\pi(1-c)$, and

$$\phi_N-\phi=\frac C{N^2}+\frac{C_4}{N^4}+O(N^{-6}), \tag{9}$$

$$C=\frac{\pi^3}{3}\cos\theta\sin^2\theta,\qquad C_4=\frac{\pi^5}{15}\cos\theta\sin^2\theta\,(2-3\cos^2\theta).$$

The first coefficient agrees with (7) at $m=1/2$. Relative to the leading term, the correction is

$$\frac{C_4}{CN^2}=\frac{\pi^2(2-3\cos^2\theta)}{5N^2}.$$

It increases the magnitude of the error when $\cos^2\theta<2/3$ and reduces it on narrower cones.

For $\theta=60^\circ$, $\cos\theta\sin^2\theta=\frac12\cdot\frac34=\frac38$. Hence $C=\pi^3/8=3.87578$ rad, or $222.066^\circ$, and $C_4=\frac{\pi^5}{15}\cdot\frac38\cdot\frac54=\frac{\pi^5}{32}=9.56312$ rad. The expansion compares with the computed error as follows, in radians:

| $N$ | $C/N^2$ | $C/N^2+C_4/N^4$ | $\phi_N-\phi$ |
|---|---|---|---|
| 4 | 0.2422 | 0.2796 | 0.2838 |
| 6 | 0.10766 | 0.11504 | 0.11541 |
| 12 | 0.026915 | 0.027376 | 0.027382 |

At $N=12$ the leading term is low by 1.7% of the error. The first correction, $9.56312/12^4=0.000461$ rad, accounts for nearly all of that difference.

## The area between polygon and circle

For spin 1/2 the sign of the error has a geometric origin. Choose the phases of two neighbouring states so that their overlap is real and positive. Join them by the normalized real combinations

$$\tilde u(\tau)=\cos\tfrac\tau2\,a+\sin\tfrac\tau2\,b,$$

where $a$ is the first state and $b$ is orthogonal to it. With $a$ as "up", this state has polar angle $\tau$ at fixed azimuth, so its direction follows the shorter great-circle arc. The coefficients are real and the state is normalized, hence $\langle\tilde u|\tilde u'\rangle=0$. The phase of the link is therefore the same as that of the continuous path along the arc. Consequently $\phi_N$ is the continuum Berry phase of a spherical polygon.

On a path with varying polar angle $\vartheta(\varphi)$, the spin-1/2 state gives $A\,d\varphi=-\frac12(1-\cos\vartheta)\,d\varphi$, since its derivative with respect to $\vartheta$ is orthogonal to it. The integral $\int_0^{\vartheta}\sin\vartheta'\,d\vartheta'=1-\cos\vartheta$ identifies the Berry phase as minus half the solid angle around the north pole. For $N=12$ the polygon has $3.086828$ sr and the circle $3.141593$ sr. Half their difference is $0.02738$, the error found above.

The midpoint of an arc lies along the sum of its two end vectors. If their angle is $\gamma$, the mean of the vectors has height $\cos\theta$ and length $\cos\frac\gamma2$. The midpoint therefore has height $\cos\theta/\cos\frac\gamma2$. For $\theta<90^\circ$ this exceeds $\cos\theta$: the arc bulges towards the pole, the polygon encloses less than the circle, and the negative phase is too small in magnitude. For $\theta>90^\circ$ the error changes sign. On the equator the arcs lie on the loop, and (8) gives $\phi_N=-\pi=\phi$ for every $N\ge3$.

Between the pole and the equator $C$ has a maximum. The derivative of $c-c^3$ is $1-3c^2$, which vanishes at $c=1/\sqrt3$, or $\theta=54.74^\circ$. There $C=3.97811$ rad, so the $60^\circ$ cone is close to the worst case.

## Choosing the number of points

To leading order, an error below $\varepsilon$ requires $N>\sqrt{|C|/\varepsilon}$. For $\varepsilon=10^{-3}$ rad on the $60^\circ$ cone,

$$\sqrt{3.87578/10^{-3}}=62.26,$$

so 63 points are predicted. The computed errors are $1.0089\times10^{-3}$ rad at $N=62$ and $9.7712\times10^{-4}$ rad at $N=63$.

When $C\neq0$ and $N$ is large enough, two grids do better. In $(4\phi_{2N}-\phi_N)/3$ the $1/N^2$ terms cancel, because $4C/(2N)^2=C/N^2$. The next term leaves the error

$$\frac13\left(\frac4{16}-1\right)\frac{C_4}{N^4}=-\frac{C_4}{4N^4}.$$

For $N=12$ this predicts $-1.153\times10^{-4}$ rad. The computed errors give

$$\frac{4(0.006758)-0.027382}{3}=-1.17\times10^{-4}\ \text{rad},$$

and the extrapolated phase is $-1.570913$ rad. Its error is about 58 times smaller in magnitude than that of $\phi_{24}$, and it needs no further states, because the 12-point grid is contained in the 24-point grid.

Two cautions apply. If $C=0$, the error of $\phi_{2N}$ is $C_4/(16N^4)$ to leading order, with $C_4$ the coefficient of $N^{-4}$ for that loop, and the extrapolated value is four times worse. Also, both phases must be on the same branch: a mismatch of $2\pi$ becomes an error of $\pm2\pi/3$ modulo $2\pi$, the sign depending on the direction of the mismatch. For $S=m=1$ at $\theta=60.3^\circ$ the values in $(-\pi,\pi]$ are $\phi_{12}=-3.1155$ and $\phi_{24}=3.1265$ rad, and combining them directly gives this error. The form $\phi_{2N}+(\phi_{2N}-\phi_N)/3$, with the difference reduced to $(-\pi,\pi]$, avoids it.

These estimates are asymptotic in $N$ and can fail on a coarse grid. The state $m=0$ of a spin 1 shows how. In the Cartesian basis, $(\mathbf n\cdot\mathbf S)\mathbf v=i\,\mathbf n\times\mathbf v$, so the state with $m=0$ is the real vector $\mathbf n$ itself and the link overlap is $\mathbf n_j\cdot\mathbf n_{j+1}$. On the equator the continuum phase is zero, and so is $C$. With four points, however, neighbouring vectors are perpendicular and $\phi_4$ is undefined. With three, each overlap is $-\frac12$, the product is negative, and the discrete phase is $\pi$. For $N\ge5$ the overlaps are positive and the phase is zero, as it should be. The step leading to (3) expands a parallel-gauge overlap about the value 1. A real normalized vector is already in the parallel gauge, and here the overlap is $\cos(2\pi/N)$, which is zero at $N=4$ and negative at $N=3$, far outside the range of that expansion. A small positive overlap does not by itself imply an error: at $N=5$ it is $\cos72^\circ=0.31$ and the phase is exact.

The numerical check checks the general coefficient, the spin law and the closed form numerically.

## Computed values

```
General three-component loop
  continuum phase phi = -0.899338 rad
  C from integral of K = 6.57922 rad
  N =  40: N^2 (phi_N - phi) = 6.58019 rad
  N =  80: N^2 (phi_N - phi) = 6.57946 rad
  N = 160: N^2 (phi_N - phi) = 6.57928 rad
  N = 320: N^2 (phi_N - phi) = 6.57924 rad
  extrapolated from N = 160, 320: 6.57922 rad
  one link at lam = 0.6995 rad: K = 0.232211
    -K/6 = -0.038702, link limit = -0.038702
Spins at theta = 60 deg: C numerical, C formula (rad)
  S = 0.5, m =  0.5:   3.8758   3.8758
  S = 0.5, m = -0.5:  -3.8758  -3.8758
  S = 1.0, m =  1.0:   7.7516   7.7516
  S = 1.0, m =  0.0:   0.0000   0.0000
  S = 1.5, m =  1.5:  11.6274  11.6274
  S = 1.5, m =  0.5:   3.8758   3.8758
Worked example: spin 1/2, m = 1/2, theta = 60 deg
  phi = -1.570796 rad = -90.000 deg
  K = 0.093750
  C = 3.87578 rad = 222.066 deg
  C4 = 9.56312 rad
  N, phi_N, phi_N - phi, C/N^2 (rad)
    4 -1.287002 0.283794 0.242237
    6 -1.455383 0.115413 0.107661
   12 -1.543414 0.027382 0.026915
   24 -1.564039 0.006758 0.006729
   48 -1.569112 0.001684 0.001682
   96 -1.570376 0.000421 0.000421
  solid angle of circle = 3.141593 sr
  solid angle of polygon, N = 12: 3.086828 sr
  target error = 1e-03 rad
  sqrt(C/target) = 62.26
  smallest N found = 63
  error at N = 62: 1.0089e-03 rad
  error at N = 63: 9.7712e-04 rad
  extrapolated phase, N = 12, 24: -1.570913 rad
  its error = -1.171e-04 rad
  -C4/(4 N^4), N = 12: -1.153e-04 rad
Largest error: theta = 54.736 deg (formula)
  theta = 54.74 deg (search, N = 200)
  C there = 3.97811 rad
Equator: largest error below 1e-12 rad: True
```
